# Quantum oscillations of the density of states from extremal Fermi-surface sections, part 1

(Sections cited here and not found follow in the second part.)

## Onsager frequency and cyclotron mass from extremal Fermi-surface sections

### Result

Take independent electrons of charge $-e$ ($e>0$) in one band $\varepsilon(\mathbf k)$, in a uniform field $\mathbf B=B\hat{\mathbf z}$, and write $k_\parallel=k_z$. Let $A(E,k_\parallel)$ be the area in $\mathbf k$-space enclosed by the closed curve $\varepsilon=E$ in the plane of fixed $k_\parallel$. When many Landau levels lie inside the Fermi surface, the thermal density of states $g_T(\mu)=\partial N/\partial\mu$, per spin and per volume, is

$$
g_T=g_0+\frac{1}{2\pi^2\hbar^2}\sum_{\rm ext}\sum_{p=1}^\infty |m_c|\sqrt{\frac{2\pi eB}{\hbar p|A''|}}\;R_T\cos\!\Big[2\pi p\Big(\frac FB-\frac12\Big)+\frac\pi4\,{\rm sgn}A''\Big].\tag{1}
$$

The first sum runs over the sections at which $\partial A/\partial k_\parallel=0$ at $E=\mu$, and $A''=\partial^2A/\partial k_\parallel^2$ is taken there. The frequency in $1/B$ and the cyclotron mass are

$$
F=\frac{\hbar A_{\rm ext}}{2\pi e},\qquad m_c=\frac{\hbar^2}{2\pi}\frac{\partial A}{\partial E},\tag{2}
$$

and the thermal factor is

$$
R_T=\frac{X}{\sinh X},\qquad X=\frac{2\pi^2p\,k_BT\,|m_c|}{\hbar eB}.\tag{3}
$$

Here $g_0$ is the zero-field density of states. Equation (1) is the leading term of an expansion in $B$ at fixed $k_BT/B$, with corrections to the oscillating part of relative order $B$. It assumes closed orbits, no scattering (impurities and defects add a further damping of each harmonic, the Dingle factor), no tunnelling between orbits, no Berry phase or orbital moment, $A''\neq0$, a variation of $A$ along $k_\parallel$ that is large compared with $eB/\hbar$, and fixed $\mu$. The mass is signed and is negative for a hole orbit. A free-electron sphere at the density of copper gives $F=6.1\times10^4$ T.

Throughout,

$$
b\equiv eB/\hbar ,\tag{4}
$$

which is an area in $\mathbf k$-space. The small parameter is $b$ divided by the areas that characterise the surface.

### One-band Hamiltonian and orbits

The starting assumption is the Peierls substitution. With the band written as $\varepsilon(\mathbf k)=\sum_{\mathbf R}\varepsilon_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}$, the Hamiltonian in the field is the same series with $\mathbf k$ replaced by the operator $\hat{\mathbf k}=(\mathbf p+e\boldsymbol{\mathcal A})/\hbar$, where $\nabla\times\boldsymbol{\mathcal A}=\mathbf B$. For a tight-binding model with one orbital per cell this is the model with hopping phases, since $e^{i\hat{\mathbf k}\cdot\mathbf R}$ translates by $\mathbf R$ and attaches the line integral of $\boldsymbol{\mathcal A}$. For a general band it omits terms of first order in $B$ that come from the $\mathbf k$-dependence of the Bloch functions (Berry phase and orbital moment). These are set to zero here, and their effect is taken up after Eq. (24).

With $[p_x,f]=-i\hbar\,\partial_xf$,

$$
[\hat k_x,\hat k_y]=\frac{e}{\hbar^2}\big([p_x,\mathcal A_y]-[p_y,\mathcal A_x]\big)=-\frac{ie}{\hbar}(\partial_x\mathcal A_y-\partial_y\mathcal A_x)=-ib .\tag{5}
$$

The same calculation gives $[\hat k_x,\hat k_z]\propto B_y=0$ and $[\hat k_y,\hat k_z]\propto B_x=0$, so $k_\parallel$ is a conserved number.

To leading order in $b$, $[\hat k_x,H]=[\hat k_x,\hat k_y]\,\partial\varepsilon/\partial k_y$ and $[\hat k_y,H]=[\hat k_y,\hat k_x]\,\partial\varepsilon/\partial k_x$. The Heisenberg equation $i\hbar\dot{\hat k}=[\hat k,H]$, with $\mathbf v=\hbar^{-1}\nabla_{\mathbf k}\varepsilon$, then gives

$$
(\dot k_x,\dot k_y)=b\,(-v_y,\,v_x),\tag{6}
$$

which is $\hbar\dot{\mathbf k}=-e\,\mathbf v\times\mathbf B$. The vector $\dot{\mathbf k}$ is the in-plane velocity $\mathbf v_\perp$ turned by $+90^\circ$ about $\hat{\mathbf z}$. It is perpendicular to $\nabla\varepsilon$, so the energy is conserved and the orbit is the contour that bounds $A(E,k_\parallel)$. Its speed is $|\dot{\mathbf k}|=b\,v_\perp$, and the period is

$$
\tau=\oint\frac{dk}{b\,v_\perp}.\tag{7}
$$

The contours at $E$ and $E+\delta E$ in the same plane are separated by the normal distance $\delta E/|\nabla_\perp\varepsilon|=\delta E/(\hbar v_\perp)$. On an orbit where $v_\perp$ never vanishes, $\mathbf v_\perp$ points outward everywhere or inward everywhere, and the strip between the contours is added to $A$ in the first case and removed in the second:

$$
\frac{\partial A}{\partial E}=\pm\oint\frac{dk}{\hbar v_\perp}.\tag{8}
$$

Equations (7) and (8) contain the same integral, so $\tau=(\hbar/b)\,|\partial A/\partial E|=(\hbar^2/eB)\,|\partial A/\partial E|$. With $m_c$ defined by (2),

$$
\omega_c\equiv\frac{2\pi}{\tau}=\frac{eB}{|m_c|}.\tag{9}
$$

An outward normal turned by $+90^\circ$ is the counterclockwise tangent. An electron orbit, which encloses states of lower energy, has $m_c>0$ and runs counterclockwise seen from $+z$. A hole orbit has $m_c<0$ and runs clockwise. For $\varepsilon=\hbar^2k^2/2m$ the area is $A=\pi(2mE/\hbar^2-k_\parallel^2)$ and $m_c=m$. If the contour passes through a saddle point of $\varepsilon$ in the plane, $v_\perp$ vanishes linearly there and the integral (8) diverges logarithmically; such orbits are excluded.

### The Fresnel integral

One integral is needed twice. For real $\lambda\neq0$,

$$
J(\lambda)=\int_{-\infty}^\infty du\,e^{i\lambda u^2/2}=\sqrt{\frac{2\pi}{|\lambda|}}\;e^{i(\pi/4)\,{\rm sgn}\lambda}.\tag{10}
$$

For $\lambda>0$ the integrand decays in the sectors $0<\arg u<\pi/2$ and $\pi<\arg u<3\pi/2$, so the contour may be turned to $u=e^{i\pi/4}s$ with real $s$. There $i\lambda u^2/2=-\lambda s^2/2$ and $du=e^{i\pi/4}ds$, and the Gaussian integral gives (10). The case $\lambda<0$ is the complex conjugate. Differentiating with respect to $\lambda$ gives $\int (iu^2/2)\,e^{i\lambda u^2/2}du=-J/2\lambda$, that is

$$
\int du\,u^2e^{i\lambda u^2/2}=\frac{i}{\lambda}J(\lambda).\tag{11}
$$

### Onsager quantization

Put $Q=\hat k_y$ and $P=\hat k_x$. By (5), $[Q,P]=ib$, so $P=-ib\,d/dQ$, and at fixed $k_\parallel$ the problem is one-dimensional with $b$ in the role of $\hbar$.

Each term of $H$ has the form $e^{i(\alpha P+\beta Q)}$. Since $[i\beta Q,i\alpha P]=-i\alpha\beta b$ is a number, $e^{i(\alpha P+\beta Q)}=e^{i\beta Q}e^{i\alpha P}e^{i\alpha\beta b/2}$, and $e^{i\alpha P}=e^{\alpha b\,d/dQ}$ shifts $Q$ by $\alpha b$. Acting on $\psi=a(Q)e^{iS(Q)/b}$ and expanding the shifted $a$ and $S$ to first order in $b$,

$$
e^{i(\alpha P+\beta Q)}\psi=e^{iS/b}\,h\,\Big[a+b\Big(\alpha a'+\tfrac i2\alpha^2S''a+\tfrac i2\alpha\beta a\Big)\Big],\qquad h=e^{i(\alpha S'+\beta Q)} .
$$

The function $h$ is the classical term evaluated at $P=S'(Q)$. Its derivatives obey $\alpha h=-ih_P$, $i\alpha^2h=-ih_{PP}$ and $i\alpha\beta h=-ih_{PQ}$. Summing over terms, and using $\frac{d}{dQ}\varepsilon_P(Q,S')=\varepsilon_{PQ}+\varepsilon_{PP}S''$,

$$
H\psi=e^{iS/b}\Big[\varepsilon\,a-ib\Big(\varepsilon_Pa'+\tfrac12a\,\frac{d\varepsilon_P}{dQ}\Big)+O(b^2)\Big].\tag{12}
$$

The order $b^0$ of $H\psi=E\psi$ requires $\varepsilon(Q,S')=E$, so $S=\int P\,dQ$ along the classical contour. The order $b^1$, multiplied by $2a$, reads $(a^2\varepsilon_P)'=0$, so $a\propto|\varepsilon_P|^{-1/2}$ with a constant phase on each branch.

This form fails at the turning points of $Q$, where $\varepsilon_P=0$. There the same construction works in the $P$ representation, where $Q=+ib\,d/dP$ and the solution is $\phi(P)=\tilde a(P)\exp[-\frac ib\int^PQ\,dP']$ with $\tilde a\propto|\varepsilon_Q|^{-1/2}$, finite and smooth at a turning point of $Q$. The two are joined by the Fourier transform

$$
\psi(Q)=\frac1{\sqrt{2\pi b}}\int dP\,\tilde a(P)\,e^{i\Phi(P)/b},\qquad\Phi(P)=PQ-\int^PQ(P')\,dP' .\tag{13}
$$

For small $b$ the integral is dominated by the points where $\Phi'=Q-Q(P)=0$, which are the branches of the contour. Integration by parts along the contour shows that $\Phi$ at such a point equals $\int P\,dQ$, continued smoothly through the turning point, up to one constant. Expanding $\Phi$ to second order and using (10), each branch acquires the extra phase $\frac\pi4{\rm sgn}\Phi''$ with $\Phi''=-dQ/dP$.

Follow a convex contour clockwise in the $(Q,P)$ plane. At the right turning point $Q=Q_{\max}-c(P-P_0)^2$ with $c>0$. The upper branch has $dQ/dP<0$ and phase $+\pi/4$, the lower branch has $-\pi/4$, and the passage from upper to lower changes the phase by $-\pi/2$. At the left turning point $Q=Q_{\min}+c(P-P_1)^2$, the lower branch has $+\pi/4$ and the upper $-\pi/4$, so the passage from lower to upper again gives $-\pi/2$. The clockwise integral $\oint P\,dQ$ is the enclosed area. A single-valued wave function requires $A/b-\pi=2\pi n$:

$$
A(E_n,k_\parallel)=2\pi b\,(n+\gamma),\qquad\gamma=\tfrac12,\quad n=0,1,2,\dots\tag{14}
$$

This is the Onsager rule. The argument did not use the direction of motion, so (14) holds for electron and hole orbits alike. On a non-convex contour a turning point at which the curve bends counterclockwise gives $+\pi/2$. The tangent of a simple closed curve turns once, so the clockwise turning points outnumber the others by two and the total is still $-\pi$. The $O(b^2)$ term in (12) shifts $\gamma$ by an amount proportional to $b$. For a parabolic band the shift is absent, because $\hat k_x^2+\hat k_y^2$ is a harmonic oscillator with eigenvalues $b(2n+1)$.

Taking the difference of (14) between neighbouring levels, $(\partial A/\partial E)\,\Delta E=2\pi b$, gives $|\Delta E|=\hbar eB/|m_c|=\hbar\omega_c$, in agreement with (9).

The degeneracy follows in the gauge $\boldsymbol{\mathcal A}=(0,Bx,0)$, where $\hat k_y=q+bx$ and $q=p_y/\hbar$ commutes with $H$. In a sample $L_x\times L_y$ with lattice spacing $a$ along $y$, $q$ takes $L_y/a$ values in a zone of width $2\pi/a$. For each $q$ the variable $Q=q+bx$ covers a range $bL_x$, which holds $bL_xa/2\pi$ periodic copies of the orbit. The product is $bL_xL_y/2\pi$, so each level has

$$
\frac{b}{2\pi}=\frac{eB}{h}\tag{15}
$$

states per unit area. This equals the zero-field number of states, $2\pi b/(2\pi)^2$ per unit area, in the ring between two successive orbits of (14). The copies were treated as independent. They are coupled through regions where $S'$ is complex, with an amplitude of order $\exp(-b^{-1}\!\int|{\rm Im}\,P|\,dQ)$. When this is not small, between copies or between orbits of different bands (magnetic breakdown), the electron follows composite paths and (14) does not apply to the separate orbits.

### Density of states as a Fourier series in $1/B$

Per spin and volume,

$$
g(E)=\frac b{2\pi}\int\frac{dk_\parallel}{2\pi}\sum_{n\ge0}\delta\big(E-E_n(k_\parallel)\big).\tag{16}
$$

Define the continuous index $\nu(E,k_\parallel)=A/2\pi b-\tfrac12$. By (14) the levels lie at $\nu=n$, and a change of variable in the delta function gives $\delta(E-E_n)=|\partial\nu/\partial E|\,\delta(\nu-n)$, with $|\partial\nu/\partial E|=|m_c|/\hbar^2b$ from (2). Since $A\ge0$, $\nu\ge-\tfrac12$, and negative integers may be added to the sum at no cost. The comb $\sum_n\delta(\nu-n)$ has period 1, and each of its Fourier coefficients is $\int_{-1/2}^{1/2}\delta(\nu)e^{-2\pi ip\nu}d\nu=1$, so it equals $1+2\sum_{p\ge1}\cos2\pi p\nu$ (Poisson summation). With $2\pi p\nu=pA/b-p\pi$,

$$
g(E)=\frac1{4\pi^2\hbar^2}\int dk_\parallel\,|m_c|\Big[1+2\sum_{p\ge1}\cos\Big(\frac{pA}b-p\pi\Big)\Big].\tag{17}
$$

The first term is the zero-field density of states, because $\int d^3k\,\delta(E-\varepsilon)/(2\pi)^3=\int dk_\parallel|\partial A/\partial E|/(2\pi)^3$, and (2) turns this into

$$
g_0=\frac1{4\pi^2\hbar^2}\int dk_\parallel\,|m_c| .\tag{18}
$$

In (17) every slice of the surface oscillates in $1/B$ with its own frequency $\hbar A(E,k_\parallel)/2\pi e$. The integral over slices decides which frequencies survive.

### Stationary phase in $k_\parallel$

The oscillating part of (17) is $(1/2\pi^2\hbar^2)\sum_p(-1)^p\,{\rm Re}\,I_p$ with

$$
I_p=\int dk_\parallel\,|m_c|\,e^{ipA/b}.\tag{19}
$$

Split the integrand with smooth weight functions that add up to one, some confined to neighbourhoods of the zeros of $A'=\partial A/\partial k_\parallel$ and the rest to intervals where $A'\neq0$.

Where $A'\ne0$, write $e^{ipA/b}=(b/ipA')\,\partial_{k_\parallel}e^{ipA/b}$ and integrate by parts. For a smooth amplitude $w$,

$$
\int w\,e^{ipA/b}dk_\parallel=\Big[\frac{b\,w}{ipA'}e^{ipA/b}\Big]-\frac b{ip}\int\Big(\frac w{A'}\Big)'e^{ipA/b}dk_\parallel .\tag{20}
$$

The remaining integral has the same form with one more factor of $b$, and the step can be repeated. If $w$ vanishes smoothly at both ends, the contribution is smaller than any power of $b$. Neighbouring slices differ in phase by $pA'\delta k_\parallel/b$ and cancel. With orbits through in-plane saddle points excluded (there one family of orbits reconnects into another at nonzero area), two cases remain for the ends of the range. A surface that is connected through the zone along $\mathbf B$ gives a periodic integrand, which has no ends. A closed surface ends at caps where the orbit shrinks to a point and $A\to0$ linearly. There $e^{ipA/b}=1$, so the boundary terms do not oscillate in $1/B$. The term of order $b$ is imaginary and drops out of ${\rm Re}\,I_p$, and the term of order $b^2$ is a smooth correction to $g_0$, evaluated for the sphere in Eq. (28).

Near an extremum at $k_0$, with $\kappa=k_\parallel-k_0$, $A=A_{\rm ext}+\tfrac12A''\kappa^2+\dots$, and (10) with $\lambda=pA''/b$ gives

$$
I_p\simeq|m_c|\sqrt{\frac{2\pi b}{p|A''|}}\;\exp\Big[\frac{ipA_{\rm ext}}b+\frac{i\pi}4{\rm sgn}A''\Big].\tag{21}
$$

The slices within $|\kappa|\lesssim\sqrt{b/p|A''|}$ add in phase. A maximum of the area carries $-\pi/4$ and a minimum $+\pi/4$, since the neighbouring slices pull the phase below or above its extremal value. The corrections come from expanding $|m_c|$ and the higher terms of $A$ in $\kappa$. Terms odd in $\kappa$ integrate to zero. By (11) each $\kappa^2$ counts as $b/pA''$, so the curvature of the mass gives the relative correction $ib\,m_c''/(2pA''m_c)$. The quartic term $ipA^{(4)}\kappa^4/24b$, the square of the cubic term and the product of the cubic term with $m_c'\kappa$ are of order $b$ by the same counting. The relative error of (21) is thus of order $b/\Delta A$, where $\Delta A$ is the change in area over the range in which $A$ is close to a parabola.

By (4), $pA_{\rm ext}/b=p\hbar A_{\rm ext}/eB=2\pi pF/B$ with $F$ from (2). Inserting (21) and writing $(-1)^p$ as the phase $-p\pi$ gives (1) with $R_T=1$. The oscillation has period $\Delta(1/B)=1/F$. Each period corresponds, by (14), to one Landau tube passing through the extremal section.

Two limits show where (21) fails. For a weakly warped cylinder with $A=\bar A+\tfrac12\Delta A\cos k_\parallel c$ and constant mass, the integral representation of the Bessel function gives $I_p=(2\pi/c)|m_c|J_0(p\Delta A/2b)\,e^{ip\bar A/b}$. For $\Delta A\gg b$ this resolves into the two extremal terms, but for $\Delta A\ll b$ all slices are in phase and there is a single frequency set by $\bar A$, with a fundamental of amplitude $2g_0R_T$. For a flat extremum, $A''=A'''=0$ with $A^{(4)}\ne0$, the integral $\int e^{i\lambda\kappa^4/24}d\kappa$ scales as $|\lambda|^{-1/4}$, and the rotation $\kappa=e^{\pm i\pi/8}s$ gives the phase $\pm\pi/8$. The amplitude then goes as $B^{1/4}$, while $F$ is still given by (2). Open orbits enclose no area and give no term of this kind.

The Onsager rule and the stationary-phase integral over $k_\parallel$ have given Eq. (1) with $R_T=1$, with the frequency and cyclotron mass of Eq. (2). The thermal factor (3), the effect of spin, the case of fixed particle number, and the checks on a sphere, a lattice band and free-electron copper remain.
